# Spin-flip CIS and the breaking of the H2 bond

**Question.** Configuration interaction with single excitations (CIS) fails for a stretched single bond when it starts from the closed-shell determinant. Why does it succeed when it starts from a high-spin triplet and each excitation also flips a spin? And how close does it come to full CI for H$_2$ in a minimal basis?

**Answer.**

## The mechanism

A minimal basis for H$_2$ has one atomic orbital on each nucleus, $a$ and $b$. Symmetry fixes the two molecular orbitals: $\phi_1\propto a+b$ (gerade, bonding) and $\phi_2\propto a-b$ (ungerade, antibonding). All orbitals are real, and $\phi_1,\phi_2$ are orthonormal. Write

$$D_{pq}=a^\dagger_{p\alpha}a^\dagger_{q\beta}|\mathrm{vac}\rangle$$

for the determinant with an $\alpha$ electron in orbital $p$ and a $\beta$ electron in orbital $q$. The closed shells are $D_{11}$ and $D_{22}$.

At large separation the overlap of $a$ and $b$ vanishes, so $\phi_{1,2}=(a\pm b)/\sqrt2$. Multiplying out gives

$$D_{11}=\tfrac12(D_{aa}+D_{bb}+D_{ab}+D_{ba}),$$
$$D_{22}=\tfrac12(D_{aa}+D_{bb}-D_{ab}-D_{ba}).$$

Each closed shell is half ionic, with both electrons on one atom. Their difference is free of ionic terms:

$$\frac{D_{11}-D_{22}}{\sqrt2}=\frac{D_{ab}+D_{ba}}{\sqrt2}.$$

In these delocalized orbitals, the separated singlet therefore needs both closed shells with equal weight. Seen from $D_{11}$, the determinant $D_{22}$ is a double excitation, and CIS omits it.

Now start from the triplet determinant $T=a^\dagger_{1\alpha}a^\dagger_{2\alpha}|\mathrm{vac}\rangle$. A spin flip $(i,a)$ removes the $\alpha$ electron from orbital $i$ and puts a $\beta$ electron into orbital $a$; in spin flips, in equation (2) and its derivation, and in $D_{1a}$, $D_{2a}$, $D_{a1}$ below, the letters $a$ and $b$ label molecular orbitals, whereas in $D_{aa}$, $D_{bb}$, $D_{ab}$, $D_{ba}$ and in the section on the separated atoms they denote the two atomic orbitals. Let $\bar i$ be the other occupied orbital. Moving the operators into the order used in $D_{pq}$ gives

$$a^\dagger_{a\beta}a_{i\alpha}T=s_iD_{\bar i a},\qquad s_1=-1,\quad s_2=+1.$$

For $i=1$, the annihilation leaves $a^\dagger_{2\alpha}$, and one interchange with $a^\dagger_{a\beta}$ gives the minus sign. For $i=2$, passing $a_{2\alpha}$ through $a^\dagger_{1\alpha}$ gives one minus sign and the later interchange gives another. The four flips are

$$(2,1)\to D_{11},\quad (1,2)\to -D_{22},\quad (2,2)\to D_{12},\quad (1,1)\to -D_{21}.$$

Both closed shells are now single excitations. Moreover, one $\alpha$ and one $\beta$ electron in two orbitals have $2\times2=4$ determinants, and all four are present. Spin-flip CIS thus diagonalizes the Hamiltonian in the complete $M_s=0$ space. Its four roots are the full CI roots in this basis, at every bond length.

Completeness also shows what depends on the choice of orbitals. Rotating $\phi_1$ and $\phi_2$ among themselves changes $T$ by at most a sign and leaves the four-dimensional space unchanged. After rotation to localized orbitals, however, the closed shells of the separated molecule are the ionic $D_{aa}$ and $D_{bb}$, and the covalent state lies in the open shells $D_{ab}$ and $D_{ba}$. The explanation by two closed shells belongs to delocalized orbitals; the completeness of the space does not depend on that choice.

## The matrix and its roots

Hartree atomic units are used, with fixed nuclei and no relativistic terms. Let $h_{pq}$ be the one-electron integrals, $(pq|rs)$ the repulsion between the charge distributions $\phi_p\phi_q$ and $\phi_r\phi_s$, and $V_n=1/R$ the nuclear repulsion. Define $J_{pq}=(pp|qq)$ and $K_{12}=(12|12)$. Electrons of opposite spin have no exchange term, so

$$\langle D_{pq}|H|D_{rs}\rangle=h_{pr}\delta_{qs}+\delta_{pr}h_{qs}+(pr|qs)+V_n\delta_{pr}\delta_{qs}.\tag{1}$$

The spin-flip matrix can be written in terms of Fock matrices by means of (1). The energy of the reference is

$$E_T=h_{11}+h_{22}+J_{12}-K_{12}+V_n.$$

Its two $\alpha$ electrons define the Fock matrices

$$F^\beta_{ab}=h_{ab}+\sum_{k=1}^2(kk|ab),$$
$$F^\alpha_{ij}=h_{ij}+\sum_{k=1}^2\left[(kk|ij)-(ik|kj)\right].$$

For $i=j$ the signs $s_i$ cancel, and (1) gives $(h_{\bar i\bar i}+V_n)\delta_{ab}+h_{ab}+(\bar i\bar i|ab)$. In $F^\alpha_{ii}$ the term $k=i$ cancels, so $F^\alpha_{ii}=h_{ii}+J_{12}-K_{12}$. Hence

$$h_{\bar i\bar i}+V_n=E_T-F^\alpha_{ii},\qquad h_{ab}+(\bar i\bar i|ab)=F^\beta_{ab}-(ii|ab).$$

For $i\ne j$ we have $s_is_j=-1$, $\bar i=j$ and $\bar j=i$, so the element is $-h_{ij}\delta_{ab}-(ij|ab)$. The two-electron terms of $F^\alpha_{12}$ cancel in pairs, which leaves $F^\alpha_{12}=h_{12}$. Both cases are contained in

$$H_{ia,jb}=\delta_{ij}\delta_{ab}E_T+\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-(ij|ab).\tag{2}$$

The reference itself has $M_s=1$. Since $H$ conserves $M_s$, it does not couple to the flipped states.

Inversion symmetry splits the matrix: $D_{11}$ and $D_{22}$ are gerade, while $D_{12}$ and $D_{21}$ are ungerade. From (1), the closed-shell block has the elements

$$E_1=2h_{11}+J_{11}+V_n,\quad E_2=2h_{22}+J_{22}+V_n,\quad \langle D_{11}|H|D_{22}\rangle=K_{12}.$$

Its eigenvalues solve $(E_1-E)(E_2-E)=K_{12}^2$. With $\Delta=(E_2-E_1)/2$ and $r=\sqrt{\Delta^2+K_{12}^2}$, the lower one is

$$E=\frac{E_1+E_2}{2}-r.\tag{3}$$

Let $c_1,c_2$ be the coefficients of $D_{11},D_{22}$. The first row of the eigenvalue equation is $(E_1-E)c_1+K_{12}c_2=0$. Because $E_1-E=r-\Delta$, this gives $c_2/c_1=-(r-\Delta)/K_{12}$. The sign is negative, as the covalent combination requires, because $K_{12}$ is the self-repulsion of a charge distribution and hence positive. Using $K_{12}^2=(r-\Delta)(r+\Delta)$, the weight of $D_{22}$ is

$$w=\frac{(r-\Delta)^2}{K_{12}^2+(r-\Delta)^2}=\frac{r-\Delta}{2r}=\frac12\left(1-\frac{\Delta}{r}\right).\tag{4}$$

In the open-shell block both diagonal elements are $h_{11}+h_{22}+J_{12}+V_n$, and the coupling is $K_{12}$. The combination $D_{12}+D_{21}$ is the singlet, raised by $K_{12}$. The combination $D_{12}-D_{21}$ is the $M_s=0$ triplet, lowered by $K_{12}$ to $E_T$.

## The separated atoms

Let $E_H$ be the energy of one atom in this basis and $U=(aa|aa)$. At large $R$ each electron is also attracted by the distant nucleus, so $h_{aa}=E_H-1/R$, while $(aa|bb)=1/R$. The covalent and ionic determinants then have the energies

$$E_{\rm cov}=2\left(E_H-\frac1R\right)+\frac1R+\frac1R=2E_H,$$
$$E_{\rm ion}=2\left(E_H-\frac1R\right)+U+\frac1R=2E_H+U-\frac1R.$$

Couplings between these determinants contain the product $ab$ and vanish. The expansions of $D_{11}$ and $D_{22}$ give

$$E_1=E_2=\frac{E_{\rm ion}+E_{\rm cov}}2=2E_H+\frac U2-\frac1{2R},$$
$$K_{12}=\frac{E_{\rm ion}-E_{\rm cov}}2=\frac U2-\frac1{2R}.$$

Thus $\Delta=0$, $w=1/2$ and $E=E_1-K_{12}=2E_H$.

Singlet CIS from $D_{11}$ contains $D_{11}$ and the open-shell singlet, which do not couple because their inversion symmetries differ. Its lowest singlet stays at $E_1$, the restricted Hartree-Fock (RHF) energy, and keeps the error $U/2-1/(2R)$ relative to $2E_H$.

## The numbers

Take the STO-3G basis at $R=1.4$ bohr. In hartree, $h_{11}=-1.2528$, $h_{22}=-0.4756$, $J_{11}=0.6746$, $J_{22}=0.6975$, $J_{12}=0.6636$, $K_{12}=0.1813$ and $V_n=0.7143$. Then

$$E_1=-2.5056+0.6746+0.7143=-1.1167,$$
$$E_2=-0.9512+0.6975+0.7143=0.4606,$$

so $\Delta=0.7886$ and $r=0.8092$. Equation (3) gives

$$E=-0.3281-0.8092=-1.1373\ \text{hartree}.$$

This is 0.0206 hartree below RHF, and (4) gives $w=0.013$. The reference lies at $E_T=-0.5318$ hartree, so the spin-flip energy is $E-E_T=-0.6055$ hartree, or $-16.48$ eV. It is negative because the reference is an excited state. These are values of the minimal basis, not converged properties of H$_2$. In aug-cc-pVTZ at the same distance, the spin-flip energy is about $-9.7$ eV, full CI lies 0.040 hartree below RHF, and half the second natural occupation, the analogue of $w$, is 0.010.

Along the bond, with energies in hartree:

| $R$ (bohr) | RHF | Spin-flip CIS | $w$ |
|---:|---:|---:|---:|
| 1.4 | −1.1167 | −1.1373 | 0.013 |
| 2.5 | −0.9658 | −1.0305 | 0.081 |
| 4.0 | −0.7611 | −0.9438 | 0.322 |
| 6.0 | −0.6451 | −0.9334 | 0.474 |
| 20.0 | −0.5709 | −0.9332 | 0.500 |

A separate full CI calculation agrees with the spin-flip column at all five distances. The last spin-flip energy is $2E_H=-0.9332$ hartree. With $U=0.7746$ hartree, the predicted RHF error at 20 bohr is $0.3873-0.0250=0.3623$ hartree, as found. Localized closed shells alone lie $U-1/R=0.7246$ hartree above $2E_H$, which confirms that the two-closed-shell explanation depends on the orbitals.

## Where the equality ends

With $N$ spatial orbitals, the flips produce $D_{1a}$ and $D_{2a}$: $2N$ determinants out of $N^2$. The two counts agree at $N=2$. For $N>2$ the spin-flip energy is an upper bound to the full CI energy in the same basis, since its space is a subspace.

The 6-31G basis has $N=4$, hence 8 determinants out of 16. At 1.4 bohr spin-flip CIS gives $-1.1338$ hartree and full CI gives $-1.1517$, a gap of 0.0179 hartree. The state is also no longer a pure singlet. A singlet needs equal coefficients for $D_{pq}$ and $D_{qp}$, but for $a>2$ the space contains $D_{1a}$ and not $D_{a1}$. The result is $\langle S^2\rangle=0.012$ instead of zero. Adding the missing partners gives 12 determinants, restores a pure singlet and lowers the energy to $-1.1448$ hartree. The remaining 0.0069 hartree comes from the four determinants with both electrons outside the reference orbitals. These 6-31G numbers are not converged in the basis. In aug-cc-pVTZ at 1.4 bohr the gap to full CI grows to 0.038 hartree and $\langle S^2\rangle$ to 0.021, and spin-flip CIS lies only 0.0015 hartree below RHF. Near equilibrium the method thus recovers little of the correlation energy in a large basis.

The dissociation limit survives. For separated atoms, the triplet Hartree-Fock orbitals span the best atomic orbital on each center, and the flips within that pair still contain the covalent singlet. At 20 bohr spin-flip CIS and full CI both give $-0.9965$ hartree, equal to $2E_H$ in 6-31G.

For a single bond in a larger molecule, the flips within the two bond orbitals supply the same four electron distributions, provided the two singly occupied orbitals of the triplet reference are the bonding and antibonding orbitals of that bond. This suggests why the method can describe the bond breaking, but it does not in general make the state equal to full CI or a pure singlet, and a triplet with other open shells need not give the covalent singlet. Larger molecules are not computed here. The numerical check checks the matrix (2), the roots and the H$_2$ limits numerically.

## Values computed for the example and the checks

```
STO-3G: 2 E_H = -0.933164 hartree
R/bohr   E_RHF      E_SF-CIS   E_FCI      E_T (hartree)  w_u
  1.4   -1.116714  -1.137276  -1.137276  -0.531808     0.01270
  2.5   -0.965794  -1.030474  -1.030474  -0.860389     0.08095
  4.0   -0.761082  -0.943778  -0.943778  -0.927332     0.32196
  6.0   -0.645077  -0.933402  -0.933402  -0.933052     0.47352
 20.0   -0.570861  -0.933164  -0.933164  -0.933164     0.50000
STO-3G details at R = 1.4 bohr, hartree:
  h11           -1.252797
  h22           -0.475602
  J11            0.674594
  J22            0.697495
  J12            0.663564
  K12            0.181258
  V_n            0.714286
  E_1           -1.116714
  E_2            0.460576
  Delta          0.788645
  square_root    0.809207
  four SF-CIS roots: -1.137276 -0.531808 -0.169292 0.481138
  spin-flip energy E-E_T = -0.605468 hartree = -16.4756 eV
  E-E_RHF = -0.020562 hartree
  2E_H-E = 0.204112 hartree
STO-3G at R = 20 bohr, hartree:
  U = 0.774606, K12 = 0.362303
  RHF error E_RHF-2E_H = 0.362303
  localized closed shells only: E-2E_H = 0.724606
  localized open shells only: |E-2E_H| = 0.0e+00
6-31G: 2 E_H = -0.996466 hartree
  R= 1.4 bohr: SF-CIS -1.133755, FCI -1.151679 hartree
    determinants: SF-CIS 8, with partners 12, FCI 16
    gap to FCI = 0.017924 hartree
    <S^2>: SF-CIS 0.011615, with partners 3.1e-32
    E with partners = -1.144816 hartree
  R= 4.0 bohr: SF-CIS -1.008670, FCI -1.009485 hartree
  R=20.0 bohr: SF-CIS -0.996466, FCI -0.996466 hartree
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
